# Pole Representation of χ0 by Pivoted QR for the Second-Order Ring Term: verification in Python

```python
"""
Discrete Lehmann representation (DLR) of chi0 and the second-order ring term.

Result under test:
  Omega2 = -(1/(4 beta)) sum_m Tr[(v chi0(i nu_m))^2]
         = -(beta/4) sum_kl Tr[v C_k v C_l] s(y_k, y_l)
  s(y,y') = 2 [y tanh(y/2) - y' tanh(y'/2)] / (y^2 - y'^2)
when chi0(tau) = sum_k C_k k(tau/beta, y_k), with
  k(x,y) = [exp(-x y) + exp(-(1-x) y)] / (1 + exp(-y)).

Symbols: beta inverse temperature, x = tau/beta, y = beta*omega,
Lam = beta*omega_max, nu_m = 2 pi m/beta, v interaction matrix, C_k matrix
coefficients. The poles y_k and the sampling times come from pivoted QR.
Model: open half-filled tight-binding chain, energies in units of hopping t.
"""
import numpy as np
from scipy.linalg import qr
from scipy.special import expit, zeta


def kernel(x, y):
    x = np.asarray(x, float)[:, None]
    y = np.asarray(y, float)[None, :]
    return (np.exp(-x * y) + np.exp(-(1 - x) * y)) / (1 + np.exp(-y))


def kernel_freq(m, y):
    """Transform of k over 0<x<1 at bosonic index m."""
    m = np.asarray(m, float)[:, None]
    y = np.asarray(y, float)[None, :]
    den = y**2 + (2 * np.pi * m)**2
    safe = np.where(den == 0, 1.0, den)
    return np.where(den == 0, 1.0, 2 * y * np.tanh(y / 2) / safe)


def pair_sum(ya, yb):
    """Closed form s(y,y') for all pairs of poles."""
    a = np.asarray(ya, float)[:, None] + 0 * np.asarray(yb, float)[None, :]
    b = np.asarray(yb, float)[None, :] + 0 * a
    same = a == b
    den = np.where(same, 1.0, a**2 - b**2)
    off = 2 * (a * np.tanh(a / 2) - b * np.tanh(b / 2)) / den
    a_safe = np.where(a == 0, 1.0, a)
    ratio = np.where(a == 0, 0.5, np.tanh(a / 2) / a_safe)
    diag = ratio + 0.5 * (1 - np.tanh(a / 2)**2)
    return np.where(same, diag, off)


def gauss_panels(edges, n=16):
    z, w = np.polynomial.legendre.leggauss(n)
    lo, hi = edges[:-1, None], edges[1:, None]
    nodes = 0.5 * (hi + lo) + 0.5 * (hi - lo) * z
    return nodes.ravel(), (0.5 * (hi - lo) * w).ravel()


def build_dlr(Lam, tol):
    levels = int(np.ceil(np.log2(Lam)))
    dyadic = np.concatenate([[0.0], 2.0**np.arange(-levels, 1)])
    x, wx = gauss_panels(0.5 * dyadic)
    wx = 2 * wx                       # k is symmetric about x = 1/2
    y = np.concatenate([[0.0], gauss_panels(Lam * dyadic)[0]])
    A = np.sqrt(wx)[:, None] * kernel(x, y)
    R, piv = qr(A, mode='r', pivoting=True)
    d = np.abs(np.diag(R))
    r = int(np.sum(d > tol))
    poles = y[piv[:r]]
    _, rows = qr(kernel(x, poles).T, mode='r', pivoting=True)
    return dict(x=x, wx=wx, poles=poles, times=x[rows[:r]],
                rank=r, dropped=d[r])


# ---------------------------------------------------------------- model
n_site, hop, beta, v0, omega_max = 24, 1.0, 40.0, 0.5, 4.0
H = -hop * (np.eye(n_site, k=1) + np.eye(n_site, k=-1))
level, phi = np.linalg.eigh(H)
site = np.arange(n_site)
v = v0 / np.sqrt(1.0 + (site[:, None] - site[None, :])**2)
assert level[-1] - level[0] <= omega_max


def chi0_time(x, beta):
    """chi0(tau) = 2 G(tau) G(-tau), element by element in the site basis."""
    tau = beta * np.asarray(x)[:, None]
    greater = np.exp(-tau * level - np.logaddexp(0, -beta * level))
    lesser = np.exp(tau * level - np.logaddexp(0, beta * level))
    g_plus = -(phi * greater[:, None, :]) @ phi.T
    g_minus = (phi * lesser[:, None, :]) @ phi.T
    return 2 * g_plus * g_minus


def trace_matrix(C):
    D = v @ C
    r = len(C)
    return D.reshape(r, -1) @ D.transpose(0, 2, 1).reshape(r, -1).T


def ring2(C, poles, beta):
    return -beta / 4 * np.sum(trace_matrix(C) * pair_sum(poles, poles))


def collocate(dlr, beta):
    K = kernel(dlr['times'], dlr['poles'])
    data = chi0_time(dlr['times'], beta).reshape(dlr['rank'], -1)
    return np.linalg.solve(K, data).reshape(-1, n_site, n_site)


def project(dlr, beta):
    """Weighted least squares; also returns the energy of the residual."""
    K = kernel(dlr['x'], dlr['poles'])
    sw = np.sqrt(dlr['wx'])[:, None]
    data = chi0_time(dlr['x'], beta).reshape(len(sw), -1)
    C = np.linalg.lstsq(sw * K, sw * data, rcond=None)[0]
    D = v @ (data - K @ C).reshape(-1, n_site, n_site)
    tr = np.einsum('xij,xji->x', D, D)
    return C.reshape(-1, n_site, n_site), beta / 4 * np.sum(dlr['wx'] * tr)


# ------------------------- closed pair sum against explicit frequency sums
m_long = np.arange(-20000, 20001)
for ya, yb in [(3.0, 7.0), (5.0, 5.0), (0.0, 4.0), (0.0, 0.0), (90., 2.)]:
    explicit = np.sum(kernel_freq(m_long, [ya]) * kernel_freq(m_long, [yb]))
    assert abs(explicit - pair_sum([ya], [yb])[0, 0]) < 1e-9

# ------------------------- reference: chi0(i nu_m) from its definition
m_max = 2000
m = np.arange(m_max + 1)
nu = 2 * np.pi * m / beta
f = expit(-beta * level)
gap_pq = (level[:, None] - level[None, :]).ravel()
df_pq = (f[:, None] - f[None, :]).ravel()
same_level = np.eye(n_site, dtype=bool).ravel()
den = 1j * nu[:, None] + np.where(same_level, 1.0, gap_pq)[None, :]
g = 2 * df_pq / den
g[0, same_level] = -2 * beta * f * (1 - f)
M = phi[:, :, None] * phi[:, None, :]
M = M.reshape(n_site, -1)                       # site, pair of levels
MM = (M.T[:, :, None] * M.T[:, None, :]).reshape(n_site**2, -1)
assert np.max(np.abs(g.imag @ MM)) < 1e-11      # chi0 is real and even
chi_ref = (g.real @ MM).reshape(-1, n_site, n_site)

D = v @ chi_ref
term = np.einsum('mij,mji->m', D, D)
mult = np.where(m == 0, 1.0, 2.0)
partial = -np.cumsum(mult * term) / (4 * beta)
tail = -2 * term[-1] * m_max**4 * zeta(4, m_max + 1) / (4 * beta)
omega2_ref = partial[-1] + tail
trunc = np.abs(partial / omega2_ref - 1)
assert trunc[-1] < 1e-6
n_needed = int(np.argmax(trunc < 1e-6)) + 1

g0 = np.where(same_level, 0.0, g[0].real)
D0 = v @ (g0 @ MM).reshape(n_site, n_site)
static_part = -(term[0] - np.trace(D0 @ D0)) / (4 * beta)

logdet = np.linalg.slogdet(np.eye(n_site) - D)[1]
ring_all = np.sum(mult * (logdet + np.trace(D, axis1=1, axis2=2)))
ring_all = ring_all / (2 * beta) + tail
strength = np.max(np.linalg.eigvals(-D[0]).real)

# ------------------------- accurate DLR against the reference
Lam = beta * omega_max
fine = build_dlr(Lam, 1e-10)
assert fine['poles'][0] == 0.0                  # static pole chosen first
C_fine = collocate(fine, beta)
omega2_dlr = ring2(C_fine, fine['poles'], beta)
assert abs(omega2_dlr / omega2_ref - 1) < 1e-8
chi_dlr = beta * np.tensordot(kernel_freq(m, fine['poles']), C_fine, 1)
chi_err = np.max(np.abs(chi_dlr - chi_ref))
assert chi_err < 1e-7

# ------------------------- error against tolerance
w_pq = (f[:, None] * (1 - f) + (1 - f[:, None]) * f).ravel()
norm_W = np.sum(w_pq * np.einsum('ia,ij,ja->a', M, v, M))
rng = np.random.default_rng(1)
y_test = Lam * 10**rng.uniform(-3, 0, 400)
table = []
for tol in (1e-1, 1e-2, 1e-3, 1e-4):
    dlr = build_dlr(Lam, tol)
    sw = np.sqrt(dlr['wx'])[:, None]
    basis = sw * kernel(dlr['x'], dlr['poles'])
    target = sw * kernel(dlr['x'], y_test)
    fit = basis @ np.linalg.lstsq(basis, target, rcond=None)[0]
    worst = np.max(np.linalg.norm(target - fit, axis=0))
    assert worst < 1.1 * dlr['dropped']         # also between grid points
    C_p, residual_energy = project(dlr, beta)
    err_p = ring2(C_p, dlr['poles'], beta) - omega2_ref
    err_c = ring2(collocate(dlr, beta), dlr['poles'], beta) - omega2_ref
    bound = beta / 4 * (dlr['dropped'] * norm_W)**2
    assert abs(err_p - residual_energy) < 1e-2 * residual_energy + 1e-11
    assert -1e-11 < err_p < bound + 1e-11
    table.append((tol, dlr['rank'], dlr['dropped'], err_p, err_c, bound))

# ------------------------- cold limit: direct second-order energy
beta_cold = 400.0
cold = build_dlr(beta_cold * omega_max, 1e-10)
omega2_cold = ring2(collocate(cold, beta_cold), cold['poles'], beta_cold)
occ, vir = level < 0, level > 0
B = (phi[:, occ][:, :, None] * phi[:, vir][:, None, :]).reshape(n_site, -1)
delta = (level[vir][None, :] - level[occ][:, None]).ravel()
direct2 = -2 * np.sum((B.T @ v @ B)**2 / (delta[:, None] + delta))
assert abs(omega2_cold / direct2 - 1) < 1e-7

# ------------------------- number of poles against Lam
lams = (1e2, 1e3, 1e4, 1e5)
ranks = {e: [build_dlr(L, e)['rank'] for L in lams] for e in (1e-6, 1e-10)}
for r_list in ranks.values():
    step = np.diff(r_list)
    assert step.min() > 0 and step.max() <= 2 * step.min() + 1

# ------------------------- output
print(f"sites {n_site}, hopping {hop} t, beta {beta} 1/t, v0 {v0} t")
print(f"omega_max {omega_max} t, Lam {Lam:.0f}")
print(f"largest level difference {level[-1] - level[0]:.4f} t")
print(f"gap {level[vir][0] - level[occ][-1]:.4f} t")
print(f"occupation of lowest level above mu {f[n_site // 2]:.5f}")
small = build_dlr(Lam, 1e-1)
C_s = collocate(small, beta)
print(f"SMALL DLR (tolerance 0.1, collocation), rank {small['rank']}")
print(" poles omega_k (t):", np.round(small['poles'] / beta, 5))
print(" times tau_k (1/t):", np.round(small['times'] * beta, 5))
print(" Tr[v C_k v C_l] (t^2), row by row:")
for row in trace_matrix(C_s):
    print("  ", " ".join(f"{q:12.6f}" for q in row))
print(" s(y_k,y_l), row by row:")
for row in pair_sum(small['poles'], small['poles']):
    print("  ", " ".join(f"{q:12.6f}" for q in row))
print(f" Omega2 from this sum {ring2(C_s, small['poles'], beta):.6f} t")
print("tol | rank | dropped R | proj err (t) | colloc err (t) | bound (t)")
for tol, r, dr, ep, ec, bd in table:
    print(f" {tol:.0e} {r:3d} {dr:.2e} {ep:.2e} {ec:+.2e} {bd:.2e}")
print(f"ACCURATE DLR (tolerance 1e-10), rank {fine['rank']}")
print(f" Omega2 DLR             {omega2_dlr:.10f} t")
print(f" Omega2 explicit sum    {omega2_ref:.10f} t")
print(f" relative difference    {abs(omega2_dlr / omega2_ref - 1):.1e}")
print(f" max error chi0(i nu_m) {chi_err:.1e} 1/t, m = 0..{m_max}")
print(f"explicit frequencies m>=0 for rel. error 1e-6: {n_needed}")
print(f"change of Omega2 due to static p=q terms {static_part:.6f} t")
print(f"largest eigenvalue of -v chi0(0) {strength:.4f}")
print(f"full ring sum {ring_all:.6f} t")
print(f"COLD beta {beta_cold} 1/t, rank {cold['rank']}")
print(f" Omega2 DLR {omega2_cold:.10f} t")
print(f" direct second-order energy {direct2:.10f} t")
print("number of poles for Lam = 1e2, 1e3, 1e4, 1e5:")
for e, r_list in ranks.items():
    print(f" tolerance {e:.0e}:", r_list)
print("ALL CHECKS PASSED")
```

Printed output:

```
sites 24, hopping 1.0 t, beta 40.0 1/t, v0 0.5 t
omega_max 4.0 t, Lam 160
largest level difference 3.9685 t
gap 0.2512 t
occupation of lowest level above mu 0.00654
SMALL DLR (tolerance 0.1, collocation), rank 2
 poles omega_k (t): [0.      0.19344]
 times tau_k (1/t): [4.1000e-04 1.9947e+01]
 Tr[v C_k v C_l] (t^2), row by row:
       0.000483    -0.011412
      -0.011412     0.275510
 s(y_k,y_l), row by row:
       1.000000     0.258255
       0.258255     0.129999
 Omega2 from this sum -0.304052 t
tol | rank | dropped R | proj err (t) | colloc err (t) | bound (t)
 1e-01   2 9.61e-02 1.90e-02 -2.54e-01 4.73e-01
 1e-02   5 5.85e-03 4.30e-05 +1.55e-03 1.76e-03
 1e-03   7 5.24e-04 2.21e-07 +2.48e-08 1.41e-05
 1e-04   9 4.56e-05 1.20e-09 +3.45e-06 1.07e-07
ACCURATE DLR (tolerance 1e-10), rank 18
 Omega2 DLR             -0.0495598433 t
 Omega2 explicit sum    -0.0495598433 t
 relative difference    3.7e-12
 max error chi0(i nu_m) 4.4e-11 1/t, m = 0..2000
explicit frequencies m>=0 for rel. error 1e-6: 805
change of Omega2 due to static p=q terms -0.000106 t
largest eigenvalue of -v chi0(0) 0.6162
full ring sum -0.043683 t
COLD beta 400.0 1/t, rank 28
 Omega2 DLR -0.0494843117 t
 direct second-order energy -0.0494843117 t
number of poles for Lam = 1e2, 1e3, 1e4, 1e5:
 tolerance 1e-06: [11, 17, 21, 27]
 tolerance 1e-10: [15, 25, 36, 45]
ALL CHECKS PASSED
```
